# Imaginary-time projection and the convergence of the mixed energy: a numerical check

```python
"""
Imaginary-time projection and the mixed energy.

Result under test, for Hermitian H with levels E_n and gaps D_n = E_n - E_0:
  E(beta) = <T|H exp(-beta H)|I> / <T|exp(-beta H)|I>
  E(beta) - E_0 = sum D_n r_n exp(-beta D_n) / (1 + sum r_n exp(-beta D_n)),
  r_n = <T|n><n|I> / (<T|0><0|I>),  sums over n > 0.
At large beta this is D r exp(-beta D), with D the lowest gap having r != 0.
T is the trial state, I the initial state, beta the imaginary time.
Example: two-site Hubbard model, two electrons, S_z = 0; energies in units
of the hopping t, beta in 1/t.
Direct side: matrix exponential. Formula side: eigenstates and overlaps.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.optimize import brentq


def mixed(H, T, I, beta, O=None):
    """Mixed estimate of O (default H) by direct propagation."""
    phi = expm(-beta * H) @ I
    O = H if O is None else O
    return (T.conj() @ O @ phi) / (T.conj() @ phi)


def gaps_and_ratios(H, T, I):
    E, V = eigh(H)
    p = (T.conj() @ V) * (V.conj().T @ I)
    return E[0], (E - E[0])[1:], (p / p[0])[1:]


def spectral_energy(E0, D, r, beta):
    w = r * np.exp(-beta * D)
    return E0 + np.sum(D * w) / (1 + np.sum(w))


# ---------- general complex Hamiltonian in a random basis ----------
rng = np.random.default_rng(7)
dim = 8


def random_vector():
    v = rng.normal(size=dim) + 1j * rng.normal(size=dim)
    return v / np.linalg.norm(v)


Q, _ = np.linalg.qr(rng.normal(size=(dim, dim))
                    + 1j * rng.normal(size=(dim, dim)))
levels = np.array([-1.0, -0.4, 0.3, 0.7, 1.1, 1.6, 2.0, 2.5])
Hr = (Q * levels) @ Q.conj().T
Hr = (Hr + Hr.conj().T) / 2
Tr = Q[:, 0] + 0.5 * random_vector()
Ir = Q[:, 0] + 0.5 * random_vector()
E0r, Dr, rr = gaps_and_ratios(Hr, Tr, Ir)
R, W = np.sum(abs(rr)), np.sum(Dr * abs(rr))
bound_checks = 0
for beta in np.linspace(0.0, 16.0, 17):
    direct = mixed(Hr, Tr, Ir, beta)
    assert abs(direct - spectral_energy(E0r, Dr, rr, beta)) < 1e-10
    if R * np.exp(-beta * Dr[0]) <= 0.5:
        lead = Dr[0] * rr[0] * np.exp(-beta * Dr[0])
        bound = (np.sum(Dr[1:] * abs(rr[1:]) * np.exp(-beta * Dr[1:]))
                 + 2 * R * W * np.exp(-2 * beta * Dr[0]))
        # 1e-12 allows for rounding in the matrix exponential
        assert abs(direct - E0r - lead) <= bound + 1e-12
        bound_checks += 1
assert bound_checks >= 5
scaled = (mixed(Hr, Tr, Ir, 20.0) - E0r) * np.exp(20.0 * Dr[0])
assert abs(scaled / (Dr[0] * rr[0]) - 1) < 1e-2

# degenerate ground level: the limit is the component of I in that level
deg = levels.copy()
deg[1] = deg[0]
Hd = (Q * deg) @ Q.conj().T
start = random_vector()
limit = Q[:, :2] @ (Q[:, :2].conj().T @ start)
limit /= np.linalg.norm(limit)
late = expm(-30.0 * Hd) @ start
assert np.linalg.norm(late / np.linalg.norm(late) - limit) < 1e-9

# ---------- two-site Hubbard model from fermion operators ----------
t, U = 1.0, 3.0
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)


def annihilator(k):
    out = np.eye(1)
    for j in range(4):
        out = np.kron(out, parity if j < k else lower if j == k else one)
    return out


c = [annihilator(k) for k in range(4)]   # 1 up, 2 up, 1 down, 2 down
up, dn = c[:2], c[2:]
hop = sum(s[0].T @ s[1] + s[1].T @ s[0] for s in (up, dn))
double = sum(up[i].T @ up[i] @ dn[i].T @ dn[i] for i in range(2))
H_fock = -t * hop + U * double
vac = np.eye(16)[0]
pairs = [(0, 1), (1, 0), (0, 0), (1, 1)]  # sites of up and down electron
S = np.array([up[i].T @ dn[j].T @ vac for i, j in pairs]).T
H = S.T @ H_fock @ S
assert np.allclose(H_fock @ S, S @ H)     # the sector is closed under H
Docc = S.T @ double @ S
N, M = np.eye(4)[0], np.eye(4)[1]
B = S.T @ ((up[0] + up[1]).T @ (dn[0] + dn[1]).T @ vac) / 2
E, V = eigh(H)
root = np.sqrt(U**2 / 4 + 4 * t**2)
assert np.allclose(E, [U / 2 - root, 0, U, U / 2 + root])
ground, triplet = V[:, 0], V[:, 1]
raise_spin = sum(up[i].T @ dn[i] for i in range(2))
spin2 = S.T @ raise_spin.T @ raise_spin @ S   # total S^2 when S_z = 0
assert abs(triplet @ spin2 @ triplet - 2) < 1e-12
assert abs(ground @ spin2 @ ground) < 1e-12
assert abs(triplet @ B) < 1e-12

print("Two-site Hubbard model: t = %.1f, U = %.1f t" % (t, U))
print("levels (t):", " ".join("%.6f" % (e + 0.0) for e in np.round(E, 12)))
print("S^2 of level at 0 (hbar^2): %.4f" % (triplet @ spin2 @ triplet))
for name, v in (("N", N), ("M", M), ("B", B)):
    print("squared overlaps of %s with the levels:" % name,
          " ".join("%.4f" % x for x in (V.T @ v)**2))

cases = {"(N,N)": (N, N), "(M,N)": (M, N), "(B,N)": (B, N), "(B,B)": (B, B)}
hand_ratios = {"(N,N)": (5/4, 0, 1/4), "(M,N)": (-5/4, 0, 1/4),
               "(B,N)": (0, 0, -1/6), "(B,B)": (0, 0, 1/9)}
eps = 1e-3
print("Pairs are (T,I); r listed for the levels above the ground state")
for name, (T, I) in cases.items():
    E0, D, r = gaps_and_ratios(H, T, I)
    assert np.allclose(r, hand_ratios[name], atol=1e-12)
    for beta in (0.3, 1.0, 2.5, 6.0):
        assert abs(mixed(H, T, I, beta)
                   - spectral_energy(E0, D, r, beta)) < 1e-10
    k = np.flatnonzero(abs(r) > 1e-10)[0]
    gap, A = D[k], D[k] * r[k]

    def error(b):
        return mixed(H, T, I, b) - E0

    rate = gap * np.log(error(8 / gap) / error(9 / gap))
    prefactor = error(12 / gap) * np.exp(12.0)
    assert abs(rate / gap - 1) < 1e-3
    assert abs(prefactor / A - 1) < 1e-4
    estimate = np.log(abs(A) / eps) / gap
    crossing = brentq(lambda b: abs(error(b)) - eps, 0.1, 20.0)
    assert abs(estimate - crossing) < 2e-3
    print(name, "r:", " ".join("%.6f" % (x + 0.0) for x in np.round(r, 12)))
    print("  gap (t): %.4f, measured decay rate (t): %.4f" % (gap, rate))
    print("  prefactor D*r (t): %.6f, measured (t): %.6f" % (A, prefactor))
    print("  beta for error %.3f t (1/t): formula %.4f, direct %.4f"
          % (eps, estimate, crossing))

print("Mixed energy at beta = 0 (t): (N,N) %.4f, (B,N) %.4f, (B,B) %.4f"
      % tuple(mixed(H, *cases[x], 0.0) + 0.0 for x in ("(N,N)", "(B,N)", "(B,B)")))
print("Overlap <M|N> at beta = 0: %.4f" % (M @ N))
print("beta (1/t) | mixed energy (t): (N,N) (M,N) (B,N) (B,B)")
for beta in (0.5, 1.0, 2.0, 4.0, 8.0):
    print("%.1f |" % beta, " ".join("%.6f" % mixed(H, T, I, beta)
                                    for T, I in cases.values()))
print("beta (1/t) | (N,N) error (t): direct, leading term")
for beta in (1.0, 2.0, 4.0, 8.0):
    _, D, r = gaps_and_ratios(H, N, N)
    print("%.1f | %.6f %.6f" % (beta, mixed(H, N, N, beta) - E[0],
                                D[0] * r[0] * np.exp(-beta * D[0])))

# ---------- weight outside the ground state ----------
print("beta (1/t) | weight of projected N outside the ground state")
coef = V.T @ N
for beta in (0.0, 1.0, 2.0, 4.0):
    phi = expm(-beta * H) @ N
    phi /= np.linalg.norm(phi)
    outside = np.linalg.norm(phi - ground * (ground @ phi))**2
    q = np.sum((coef[1:] / coef[0])**2 * np.exp(-2 * beta * (E[1:] - E[0])))
    assert abs(outside - q / (1 + q)) < 1e-12
    print("%.1f | %.6f" % (beta, outside))

# ---------- derivative, variance and two-sided projection ----------
b, h = 1.0, 1e-4
for T, I in cases.values():
    logz = [np.log(T @ expm(-x * H) @ I) for x in (b - h, b + h)]
    assert abs(-(logz[1] - logz[0]) / (2 * h) - mixed(H, T, I, b)) < 1e-6
half = expm(-b * H / 2) @ N
half /= np.linalg.norm(half)
variance = half @ H @ H @ half - (half @ H @ half)**2
slope = (mixed(H, N, N, b + h) - mixed(H, N, N, b - h)) / (2 * h)
assert abs(slope + variance) < 1e-6
print("(N,N) at beta = 1/t: slope (t^2) %.6f, variance (t^2) %.6f"
      % (slope, variance))
both = expm(-2.0 * H) @ N
two_sided = (both @ H @ both) / (both @ both)
assert abs(two_sided - mixed(H, N, N, 4.0)) < 1e-12
print("N projected on both sides for 2/t: energy (t) %.6f" % two_sided)

# ---------- what fails when an overlap is zero or changes sign ----------
stuck_I = mixed(H, N, triplet, 5.0)
stuck_T = mixed(H, triplet, N, 5.0)
assert abs(stuck_I - E[1]) < 1e-10 and abs(stuck_T - E[1]) < 1e-10
print("Energy at beta = 5/t (t): triplet as I %.4f, triplet as T %.4f"
      % (abs(stuck_I), abs(stuck_T)))
T, I = ground - 2 * triplet, ground + 2 * triplet
pole = brentq(lambda x: T @ expm(-x * H) @ I, 0.5, 3.0)
assert abs(pole - np.log(4) / (E[1] - E[0])) < 1e-9
print("T = g - 2 trip, I = g + 2 trip: zero denominator at beta (1/t) %.6f"
      % pole)

# ---------- an observable that does not commute with H ----------
true_double = ground @ Docc @ ground
mixed_double = mixed(H, B, N, 8.0, Docc)
assert np.linalg.norm(H @ Docc - Docc @ H) > 0.1
assert abs(mixed_double - (B @ Docc @ ground) / (B @ ground)) < 1e-10
assert abs(mixed_double - true_double) > 0.1
print("Double occupancy, both sites: ground state %.6f, mixed (B,N) %.6f"
      % (true_double, mixed_double))

print("done: every assertion held")
```

Running it gives:

```
Two-site Hubbard model: t = 1.0, U = 3.0 t
levels (t): -1.000000 0.000000 3.000000 4.000000
S^2 of level at 0 (hbar^2): 2.0000
squared overlaps of N with the levels: 0.4000 0.5000 0.0000 0.1000
squared overlaps of M with the levels: 0.4000 0.5000 0.0000 0.1000
squared overlaps of B with the levels: 0.9000 0.0000 0.0000 0.1000
Pairs are (T,I); r listed for the levels above the ground state
(N,N) r: 1.250000 0.000000 0.250000
  gap (t): 1.0000, measured decay rate (t): 0.9997
  prefactor D*r (t): 1.250000, measured (t): 1.249990
  beta for error 0.001 t (1/t): formula 7.1309, direct 7.1299
(M,N) r: -1.250000 0.000000 0.250000
  gap (t): 1.0000, measured decay rate (t): 1.0003
  prefactor D*r (t): -1.250000, measured (t): -1.250010
  beta for error 0.001 t (1/t): formula 7.1309, direct 7.1319
(B,N) r: 0.000000 0.000000 -0.166667
  gap (t): 5.0000, measured decay rate (t): 5.0002
  prefactor D*r (t): -0.833333, measured (t): -0.833334
  beta for error 0.001 t (1/t): formula 1.3451, direct 1.3451
(B,B) r: 0.000000 0.000000 0.111111
  gap (t): 5.0000, measured decay rate (t): 4.9999
  prefactor D*r (t): 0.555556, measured (t): 0.555555
  beta for error 0.001 t (1/t): formula 1.2640, direct 1.2640
Mixed energy at beta = 0 (t): (N,N) 0.0000, (B,N) -2.0000, (B,B) -0.5000
Overlap <M|N> at beta = 0: 0.0000
beta (1/t) | mixed energy (t): (N,N) (M,N) (B,N) (B,B)
0.5 | -0.516064 -3.498713 -1.069353 -0.954809
1.0 | -0.679603 -1.833144 -1.005621 -0.996259
2.0 | -0.855261 -1.203543 -1.000038 -0.999975
4.0 | -0.977618 -1.023431 -1.000000 -1.000000
8.0 | -0.999581 -1.000420 -1.000000 -1.000000
beta (1/t) | (N,N) error (t): direct, leading term
1.0 | 0.320397 0.459849
2.0 | 0.144739 0.169169
4.0 | 0.022382 0.022895
8.0 | 0.000419 0.000419
beta (1/t) | weight of projected N outside the ground state
0.0 | 0.600000
1.0 | 0.144700
2.0 | 0.022382
4.0 | 0.000419
(N,N) at beta = 1/t: slope (t^2) -0.240794, variance (t^2) 0.240794
N projected on both sides for 2/t: energy (t) -0.977618
Energy at beta = 5/t (t): triplet as I 0.0000, triplet as T 0.0000
T = g - 2 trip, I = g + 2 trip: zero denominator at beta (1/t) 1.386294
Double occupancy, both sites: ground state 0.200000, mixed (B,N) 0.333333
done: every assertion held
```
